# Vaporisation enthalpy of a liquid precursor from its Antoine parameters: verification in Python

```python
"""
Result under test: for log10(P) = A - B/(T + C), an ideal vapour and a
negligible liquid volume, the molar vaporisation enthalpy is
    H(T) = R ln(10) B [T/(T + C)]^2,
which is 39.1 kJ/mol for B = 1500 K, C = -50 K, T = 350 K.
P: saturation pressure (Torr), T: temperature (K), R: gas constant,
A, B, C: Antoine parameters (A dimensionless for P in Torr).
The thermodynamic relations are tested on a van der Waals fluid in reduced
units (critical pressure, volume and temperature equal 1; R = 8/3).
"""
import numpy as np
from scipy.constants import R, torr
from scipy.optimize import brentq

A, B, C = 7.1, 1500.0, -50.0
T = 350.0
T_source = 300.0
B2 = -2000e-6       # rough second virial coefficient, m^3/mol
V_liquid = 110e-6   # rough liquid molar volume, m^3/mol


def pressure_torr(temp):
    return 10.0 ** (A - B / (temp + C))


def enthalpy(temp):
    return R * np.log(10.0) * B * (temp / (temp + C)) ** 2


def enthalpy_from_slope(temp, step=0.05):
    """-R d(ln P)/d(1/T) by central difference, pressures in pascal."""
    hot, cold = temp + step, temp - step
    log_ratio = np.log(pressure_torr(hot) * torr) - np.log(
        pressure_torr(cold) * torr)
    return -R * log_ratio / (1.0 / hot - 1.0 / cold)


# Antoine formula against the numerical slope, at several temperatures
for temp in (300.0, 350.0, 400.0):
    assert abs(enthalpy_from_slope(temp) / enthalpy(temp) - 1) < 1e-6
H = enthalpy(T)
H_numeric = enthalpy_from_slope(T)
assert round(H_numeric / 1000, 1) == 39.1

# Temperature dependence of the enthalpy
dH_dT = 2 * R * np.log(10.0) * B * T * C / (T + C) ** 3
dH_numeric = (enthalpy_from_slope(T + 1) - enthalpy_from_slope(T - 1)) / 2
assert abs(dH_numeric / dH_dT - 1) < 1e-3
assert dH_numeric < 0

# Van der Waals fluid: coexistence from equal pressure and Gibbs energy
R_RED = 8.0 / 3.0


def volumes(p, t):
    roots = np.roots([3 * p, -(p + 8 * t), 9.0, -3.0])
    assert np.max(np.abs(roots.imag)) < 1e-9
    return roots.real.min(), roots.real.max()


def gibbs(v, p, t):
    return -R_RED * t * np.log(3 * v - 1) - 3 / v + p * v


def gibbs_difference(p, t):
    v_l, v_g = volumes(p, t)
    return gibbs(v_l, p, t) - gibbs(v_g, p, t)


def saturation(t):
    return brentq(gibbs_difference, 1e-4, 0.1, args=(t,),
                  xtol=1e-16, rtol=1e-14)


t_red, dt = 0.4, 3e-5
p_red = saturation(t_red)
v_l, v_g = volumes(p_red, t_red)
slope = (saturation(t_red + dt) - saturation(t_red - dt)) / (2 * dt)
latent_direct = 3 / v_l - 3 / v_g + p_red * (v_g - v_l)
latent_clapeyron = t_red * (v_g - v_l) * slope
latent_ideal = R_RED * t_red ** 2 * slope / p_red
assert abs(latent_clapeyron / latent_direct - 1) < 1e-6

# The ideal formula errs visibly; the first-order correction explains it
b2_red = 1.0 / 3.0 - 9.0 / (8.0 * t_red)
first_order = (b2_red - v_l) * p_red / (R_RED * t_red)
true_shift = latent_direct / latent_ideal - 1
assert true_shift < -0.005
# remaining difference is of second order in the density
assert abs(true_shift - first_order) < 2 * first_order ** 2

# Size of the neglected effects for the example
P = pressure_torr(T)
density = P * torr / (R * T)
shift_vapour = B2 * density
shift_liquid = -V_liquid * density
H_corrected = H * (1 + shift_vapour + shift_liquid)
assert abs(shift_liquid) < abs(shift_vapour) < 0.05

# Use in delivery: sensitivity and extrapolation to a cooler source
rise_per_kelvin = H / (R * T ** 2)
rise_numeric = (pressure_torr(T + 0.01) / pressure_torr(T - 0.01) - 1) / 0.02
assert abs(rise_numeric / rise_per_kelvin - 1) < 1e-3
P_source = pressure_torr(T_source)
P_constant_H = P * np.exp(-H / R * (1 / T_source - 1 / T))
assert P_constant_H > P_source
T_boil = brentq(lambda x: pressure_torr(x) - 760.0, 300.0, 500.0)

print(f"Antoine A (P in Torr): {A:.1f}")
print(f"Antoine B: {B:.0f} K")
print(f"Antoine C: {C:.0f} K")
print(f"Temperature T: {T:.0f} K")
print(f"T + C: {T + C:.0f} K")
print(f"Gas constant R: {R:.5f} J/(mol K)")
print(f"ln(10): {np.log(10.0):.5f}")
print(f"R ln(10) B: {R * np.log(10.0) * B / 1000:.3f} kJ/mol")
print(f"[T/(T + C)]^2: {(T / (T + C)) ** 2:.5f}")
print(f"Vaporisation enthalpy, formula: {H / 1000:.3f} kJ/mol")
print(f"Vaporisation enthalpy, numerical slope: {H_numeric / 1000:.3f} kJ/mol")
print(f"Slip, ln(10) omitted: {H / np.log(10.0) / 1000:.1f} kJ/mol")
print(f"Slip, squared ratio omitted: {R * np.log(10.0) * B / 1000:.1f} kJ/mol")
slip_sign = R * np.log(10.0) * B * (T / (T - C)) ** 2
print(f"Slip, T - C in denominator: {slip_sign / 1000:.1f} kJ/mol")
print(f"dH/dT at T: {dH_dT:.1f} J/(mol K)")
print(f"Enthalpy at {T_source:.0f} K: {enthalpy(T_source) / 1000:.1f} kJ/mol")
print(f"Pressure at {T:.0f} K: {P:.1f} Torr")
print(f"Pressure at 293 K: {pressure_torr(293.0):.1f} Torr")
print(f"Boiling point at 760 Torr: {T_boil:.1f} K")
print(f"Pressure rise per kelvin at T: {100 * rise_per_kelvin:.2f} %/K")
print(f"Pressure at {T_source:.0f} K, Antoine: {P_source:.2f} Torr")
print(f"Pressure at {T_source:.0f} K, constant H: {P_constant_H:.2f} Torr")
print(f"Excess of constant-H value: {100 * (P_constant_H / P_source - 1):.1f} %")
print(f"Rough second virial coefficient: {B2 * 1e6:.0f} cm^3/mol")
print(f"Rough liquid molar volume: {V_liquid * 1e6:.0f} cm^3/mol")
print(f"Ideal vapour molar volume: {1e6 / density:.0f} cm^3/mol")
print(f"Enthalpy shift, vapour non-ideality: {100 * shift_vapour:.2f} %")
print(f"Enthalpy shift, liquid volume: {100 * shift_liquid:.3f} %")
print(f"Enthalpy with both corrections: {H_corrected / 1000:.1f} kJ/mol")
print(f"Van der Waals test, reduced temperature: {t_red:.1f}")
print(f"Van der Waals test, reduced pressure: {p_red:.5f}")
print(f"Latent heat, direct (reduced units): {latent_direct:.5f}")
print(f"Latent heat, Clapeyron (reduced units): {latent_clapeyron:.5f}")
print(f"Latent heat, ideal formula (reduced units): {latent_ideal:.5f}")
print(f"True shift from ideal formula: {100 * true_shift:.3f} %")
print(f"First-order predicted shift: {100 * first_order:.3f} %")
print("no test failed")
```

Running it gives:

```
Antoine A (P in Torr): 7.1
Antoine B: 1500 K
Antoine C: -50 K
Temperature T: 350 K
T + C: 300 K
Gas constant R: 8.31446 J/(mol K)
ln(10): 2.30259
R ln(10) B: 28.717 kJ/mol
[T/(T + C)]^2: 1.36111
Vaporisation enthalpy, formula: 39.087 kJ/mol
Vaporisation enthalpy, numerical slope: 39.087 kJ/mol
Slip, ln(10) omitted: 17.0 kJ/mol
Slip, squared ratio omitted: 28.7 kJ/mol
Slip, T - C in denominator: 22.0 kJ/mol
dH/dT at T: -37.2 J/(mol K)
Enthalpy at 300 K: 41.4 kJ/mol
Pressure at 350 K: 125.9 Torr
Pressure at 293 K: 8.5 Torr
Boiling point at 760 Torr: 405.5 K
Pressure rise per kelvin at T: 3.84 %/K
Pressure at 300 K, Antoine: 12.59 Torr
Pressure at 300 K, constant H: 13.42 Torr
Excess of constant-H value: 6.6 %
Rough second virial coefficient: -2000 cm^3/mol
Rough liquid molar volume: 110 cm^3/mol
Ideal vapour molar volume: 173380 cm^3/mol
Enthalpy shift, vapour non-ideality: -1.15 %
Enthalpy shift, liquid volume: -0.063 %
Enthalpy with both corrections: 38.6 kJ/mol
Van der Waals test, reduced temperature: 0.4
Van der Waals test, reduced pressure: 0.00517
Latent heat, direct (reduced units): 8.80076
Latent heat, Clapeyron (reduced units): 8.80076
Latent heat, ideal formula (reduced units): 8.92615
True shift from ideal formula: -1.405 %
First-order predicted shift: -1.390 %
no test failed
```
